# Mean adjacent-gap ratio: three-level Gaussian orthogonal matrices versus large ones

## Problem

The energy levels of a disordered system carry information about localization. Extended states of the same symmetry overlap in space, are coupled by the disorder, and typically repel one another in energy. States localized far apart hardly couple, so their levels can lie arbitrarily close. A convenient measure compares two adjacent gaps. For consecutive levels $e_1<e_2<e_3$ define

$$
x=e_2-e_1,\qquad y=e_3-e_2,\qquad r=\frac{y}{x},\qquad \rho=\min\left(r,\frac1r\right),
$$

so that $0\le\rho\le1$. All quantities below are dimensionless.

Let $H$ be a real symmetric $3\times3$ matrix from the Gaussian orthogonal ensemble (GOE). Its independent entries are Gaussian with mean zero, variance 1 on the diagonal and variance $1/2$ off the diagonal.

(a) Find the joint probability density of the gaps $x$ and $y$, up to a constant.

(b) Find the normalized density of $\rho$.

(c) Calculate the mean $\langle\rho\rangle$ in closed form.

(d) Calculate the density and mean of $\rho$ for independent levels.

(e) Compare the three-level result with large GOE matrices. Then use the two reference values to read the spectra of a disordered lattice, and determine what happens if a symmetry of the Hamiltonian is overlooked.

## Solution

### (a) From matrix entries to gaps

The probability weight of the matrix is the product of the weights of its entries:

$$
\prod_i e^{-H_{ii}^2/2}\prod_{i<j}e^{-H_{ij}^2}=e^{-\frac12\operatorname{tr}H^2},
$$

because each off-diagonal entry occurs twice in $\operatorname{tr}H^2$. The trace is unchanged by a rotation, so the weight depends on the levels alone and equals $\exp(-\tfrac12\sum_i e_i^2)$.

The volume element must also be transformed. Write $H=R\Lambda R^T$, with $R$ a rotation and $\Lambda$ the diagonal matrix of levels. Since $R^TR=1$, the matrix $\Omega=R^TdR$ is antisymmetric, and

$$
R^T\,dH\,R=d\Lambda+\Omega\Lambda-\Lambda\Omega .
$$

The diagonal entries of the right-hand side are $de_i$. The off-diagonal ones are $\Omega_{ij}(e_j-e_i)$. The map $dH\to R^TdH\,R$ preserves $\operatorname{tr}(dH^2)$, so its determinant has modulus one. The three independent $\Omega_{ij}$ are linear in the changes of the rotation angles, with coefficients that depend on the angles but not on the levels. The Jacobian is therefore a function of the angles times

$$
(e_2-e_1)(e_3-e_2)(e_3-e_1)=xy(x+y).
$$

A finite-difference test of this factorization used the spectra $(-1,\,0.3,\,2)$ and $(0,\,1,\,1.7)$ at the same angles. The Jacobian divided by the product of level differences was 0.764842 in both cases.

Now introduce the mean level $c=(e_1+e_2+e_3)/3$. Then

$$
e_1=c-\frac{2x+y}{3},\qquad e_2=c+\frac{x-y}{3},\qquad e_3=c+\frac{x+2y}{3}.
$$

The deviations from $c$ add to zero, so there is no term linear in $c$:

$$
\sum_i e_i^2=3c^2+\frac{(2x+y)^2+(x-y)^2+(x+2y)^2}{9}
=3c^2+\frac23(x^2+xy+y^2).
$$

The change from $(e_1,e_2,e_3)$ to $(c,x,y)$ has unit Jacobian. The integral over $c$ gives a constant factor, which leaves

$$
g(x,y)\propto xy(x+y)\,\exp\left[-\frac{x^2+xy+y^2}{3}\right].
$$

The density vanishes when either gap closes. This is level repulsion, and it comes from the Jacobian, not from the Gaussian weight.

### (b) Density of the ratio

At fixed $x$, put $y=rx$, so $dy=x\,dr$. The polynomial factor becomes $x^3r(1+r)$, and the element $dy$ supplies another power of $x$:

$$
P(r)\propto r(1+r)\int_0^\infty x^4e^{-ax^2}\,dx,\qquad a=\frac{1+r+r^2}{3}.
$$

Differentiating $\int_0^\infty e^{-ax^2}dx=\tfrac12\sqrt\pi\,a^{-1/2}$ twice with respect to $a$ gives $\tfrac{3}{8}\sqrt\pi\,a^{-5/2}$ for the integral. Hence

$$
P(r)=C\,\frac{r(1+r)}{(1+r+r^2)^{5/2}},\qquad 0<r<\infty .
$$

A common factor multiplying all energies would rescale $x$ and leave $r$ unchanged, so the chosen variance does not affect this result.

A given $\rho$ arises from $r=\rho$ and from $r=1/\rho$. Substitution shows that

$$
\frac{1}{r^2}P\left(\frac1r\right)
=\frac{C}{r^2}\,\frac{r^3(1+r)}{(1+r+r^2)^{5/2}}=P(r).
$$

The two contributions are equal, and the density of $\rho$ is $p(\rho)=2P(\rho)$ on $[0,1]$.

To find $C$, set

$$
u=r+\frac12,\qquad q=1+r+r^2=u^2+\frac34 .
$$

Two derivatives supply the required integrals:

$$
\frac{d}{du}\frac{u^3}{q^{3/2}}=\frac{3u^2(q-u^2)}{q^{5/2}}=\frac94\,\frac{u^2}{q^{5/2}},
\qquad
\frac{d}{du}\frac{u}{q^{3/2}}=\frac{q-3u^2}{q^{5/2}}=\frac{\frac34-2u^2}{q^{5/2}} .
$$

The first gives

$$
\int\frac{u^2}{q^{5/2}}\,du=\frac49\,\frac{u^3}{q^{3/2}},
$$

and inserting this into the second gives

$$
\int\frac{du}{q^{5/2}}=\frac43\left[\frac{u}{q^{3/2}}+\frac89\,\frac{u^3}{q^{3/2}}\right]
=\frac{1}{q^{3/2}}\left(\frac43u+\frac{32}{27}u^3\right).
$$

Since $r(1+r)=u^2-\tfrac14$,

$$
\int\frac{r(1+r)}{q^{5/2}}\,dr
=\frac{1}{q^{3/2}}\left[\frac49u^3-\frac13u-\frac{8}{27}u^3\right]
=\frac{1}{q^{3/2}}\left(\frac{4u^3}{27}-\frac u3\right).
$$

At $r=1$, where $u=3/2$ and $q=3$, the bracket is $\tfrac12-\tfrac12=0$. At $r=0$, where $u=1/2$ and $q=1$, it is $\tfrac1{54}-\tfrac16=-\tfrac4{27}$. The integral over $[0,1]$ is thus $4/27$. Normalization requires $2C\cdot4/27=1$, so $C=27/8$ and

$$
p(\rho)=\frac{27}{4}\,\frac{\rho(1+\rho)}{(1+\rho+\rho^2)^{5/2}},\qquad 0\le\rho\le1.
$$

The same antiderivative gives the probability that the ratio is smaller than $\rho$:

$$
F(\rho)=1+\frac{u^3-\frac94u}{q^{3/2}},\qquad u=\rho+\frac12,\quad q=1+\rho+\rho^2 .
$$

For small ratios $p(\rho)\simeq\tfrac{27}{4}\rho$, a linear suppression. At large unfolded ratio, $P(r)\simeq\tfrac{27}{8}r^{-3}$. The second moment of $r$ therefore diverges logarithmically, so a sample mean of $r$ has no finite variance. The folded ratio $\rho$ is bounded and avoids this difficulty.

### (c) The mean

The required integral is

$$
\langle\rho\rangle=\frac{27}{4}\int_0^1\frac{r^2(1+r)}{q^{5/2}}\,dr .
$$

In terms of $u$ the numerator is

$$
r^2(1+r)=\left(u-\frac12\right)\left(u^2-\frac14\right)=u^3-\frac{u^2}{2}-\frac u4+\frac18 .
$$

The even powers were integrated above. For the odd powers, $dq=2u\,du$ gives

$$
\int\frac{u}{q^{5/2}}\,du=-\frac{1}{3q^{3/2}},
$$

and, with $u^2=q-\tfrac34$,

$$
\int\frac{u^3}{q^{5/2}}\,du=\int\frac{u}{q^{3/2}}\,du-\frac34\int\frac{u}{q^{5/2}}\,du
=-\frac{1}{q^{1/2}}+\frac{1}{4q^{3/2}} .
$$

Collect the terms multiplying $q^{-3/2}$:

- The constants are $\tfrac14+\tfrac1{12}=\tfrac13$.
- The coefficient of $u$ is $\tfrac18\cdot\tfrac43=\tfrac16$.
- The coefficient of $u^3$ is $-\tfrac12\cdot\tfrac49+\tfrac18\cdot\tfrac{32}{27}=-\tfrac29+\tfrac4{27}=-\tfrac2{27}$.

The antiderivative is therefore

$$
M(r)=-\frac{1}{q^{1/2}}+\frac{1}{q^{3/2}}\left(\frac13+\frac u6-\frac{2u^3}{27}\right).
$$

Its end values are

$$
M(1)=-\frac1{\sqrt3}+\frac{1}{3\sqrt3}\left(\frac13+\frac14-\frac14\right)=-\frac{8}{9\sqrt3},
$$

$$
M(0)=-1+\frac13+\frac1{12}-\frac1{108}=-\frac{16}{27}.
$$

It follows that

$$
\boxed{\langle\rho\rangle=\frac{27}{4}\left(\frac{16}{27}-\frac{8}{9\sqrt3}\right)=4-\frac{6}{\sqrt3}=4-2\sqrt3\approx0.5359}
$$

Direct two-dimensional quadrature of $\rho$ over the gap density $g(x,y)$ also gives 0.535898. Diagonalizing 400,000 random $3\times3$ matrices gives $0.5357\pm0.0004$, where the uncertainty is one standard error, as it is throughout.

### (d) Independent levels

In the limit of many independent levels with constant mean density, adjacent gaps become independent and exponentially distributed. In units of the mean gap,

$$
P(r)=\int_0^\infty x\,e^{-x(1+r)}\,dx=\frac{1}{(1+r)^2}.
$$

This density also satisfies $r^{-2}P(1/r)=P(r)$, so folding doubles it: $p(\rho)=2/(1+\rho)^2$. Writing $\rho=(1+\rho)-1$ in the numerator,

$$
\langle\rho\rangle=2\int_0^1\left[\frac1{1+\rho}-\frac1{(1+\rho)^2}\right]d\rho
=2\left(\ln2-\frac12\right)=2\ln2-1\approx0.3863 .
$$

The contrast is greatest at small ratios, where this density tends to 2 instead of zero. The probability of $\rho<0.1$ is $0.2/1.1=0.182$ for independent levels, but $F(0.1)=0.030$ for the three-level GOE.

### (e) Large matrices and disordered spectra

The three-level calculation leaves out all other levels. In a large matrix, the levels outside a chosen triple also repel its outer members, so the three-level density need not hold there. The table gives sampled GOE means. For sizes 10 and above, the middle half of the ratios was kept, to avoid the spectral edges; for sizes 3 and 4 all ratios were used.

| Matrix size | Mean $\rho$ | Standard error |
|---:|---:|---:|
| 3 | 0.5357 | 0.0004 |
| 4 | 0.5314 | 0.0005 |
| 10 | 0.5306 | 0.0007 |
| 40 | 0.5318 | 0.0009 |
| 100 | 0.5302 | 0.0008 |
| 200 | 0.5330 | 0.0013 |

Most of the change has already appeared at size 4. No further trend with size is resolved. The value for size 200 lies above that for size 100 by 1.9 combined standard errors, which is compatible with sampling noise.

If sizes 40, 100 and 200 are taken to share one mean, weighting by inverse squared errors gives $0.5313\pm0.0005$. The three-level value is higher by $0.5359-0.5313=0.0046\pm0.0005$, or about 1% of the large-matrix value. Size 100 alone gives a difference of 0.0057, or 1.1%, which is 7.2 standard errors. The discrepancy is small but real: $4-2\sqrt3$ is exact for three levels and an approximation for large matrices.

The whole distribution is also close. For size 100, the largest difference between the sampled cumulative distribution and $F(\rho)$ is 0.011. The probability of $\rho<0.1$ is 0.032, against 0.030 from the formula.

**A disordered lattice.** Consider one electron on an $8\times8\times8$ cubic lattice with periodic boundaries and nearest-neighbour hopping $t$. The site energies are independent and uniform over a full width $W$. For each of two disorder strengths, 40 samples were diagonalized and the middle third of each spectrum was kept. The lattice size and this fraction were held fixed:

- At $W/t=10$ the mean ratio is $0.530\pm0.004$, in agreement with large GOE matrices. States in this part of the spectrum repel one another as extended states do.
- At $W/t=60$ it is $0.396\pm0.003$, near the independent-level value 0.386 but above it by about three standard errors. This value is not converged in lattice size. At the same disorder the mean is about 0.405 for a $6\times6\times6$ lattice and about 0.39 for a $10\times10\times10$ lattice, so the excess shrinks as the lattice grows.

These two values distinguish the two regimes, but they do not locate a mobility edge. That requires the ratio in narrow energy windows for several lattice sizes. In a finite sample, a localized state whose localization length exceeds the sample size can look extended.

**An overlooked symmetry.** Suppose a symmetry divides the Hamiltonian into two independent blocks. Levels from different blocks do not repel, even if each block separately follows GOE statistics. Merging the spectra of two independent GOE matrices of size 100 gives $\langle\rho\rangle=0.424\pm0.001$. The drop of 0.106 from the single-matrix value is about 19 times the three-level error found at the same size. These figures hold for blocks of equal size. For unequal blocks the drop is smaller: blocks of sizes 100 and 20 spread over the same energy range give about 0.48. Such a spectrum could be mistaken for one that is partly localized. Levels must therefore be sorted by symmetry before ratios are taken.

Exact spin degeneracy is more severe. If every level occurs twice, one of any two adjacent gaps is zero, and every ratio vanishes. Without spin–orbit coupling, one spin species must be treated at a time. With spin–orbit coupling and time-reversal symmetry the levels of one electron still come in degenerate (Kramers) pairs, but spin no longer labels them, and one level of each pair must be kept.

**Limits of the comparison.** The ratio is calculated from the levels of a model Hamiltonian for a finite system; it is not a transport quantity such as mobility. The clean cubic band has width $12t$, so the chosen disorder is comparable to the bandwidth or several times larger, and the states examined lie at mid-band. Near a band edge the density of states can change rapidly with energy. The ratio needs no correction for the local mean spacing only while that spacing is nearly constant across three levels, a condition to be checked near a band edge. The GOE value also presupposes a real symmetric Hamiltonian. A magnetic field, spin–orbit coupling, or a twisted boundary condition (a supercell at a general Bloch vector) can change the symmetry class, and then a different reference value is needed. The perturbation need not be strong; it only has to mix levels on the scale of their spacing. On a $6\times6\times6$ lattice at $W/t=10$, a spin–orbit hopping of $0.1t$ already raises the mean ratio to about 0.63, and a boundary twist of 0.5 rad raises it to about 0.59.

The numerical output lists the sampled values and their standard errors.

## Computed values

```
All values are dimensionless
exact three-level mean 4-2sqrt(3): 0.535898
same mean by 2D quadrature of gap density: 0.535898
normalization integral of folded density: 1.000000
mean antiderivative at r=0: -0.592593
mean antiderivative at r=1: -0.513200
Jacobian/level product, spectrum A: 0.764842
Jacobian/level product, spectrum B: 0.764842
GOE size 3: matrices 400000, mean 0.53573, SE 0.00040
GOE size 4: matrices 150000, mean 0.53136, SE 0.00052
GOE size 10: matrices 40000, mean 0.53061, SE 0.00074
GOE size 40: matrices 6000, mean 0.53176, SE 0.00088
GOE size 100: matrices 3000, mean 0.53023, SE 0.00078
GOE size 200: matrices 600, mean 0.53301, SE 0.00126
three-level minus size-100 mean: 0.00566
same, percent of size-100 mean: 1.07
same, in standard errors: 7.2
largest CDF difference, size 3 vs formula: 0.00085
largest CDF difference, size 100 vs formula: 0.01121
P(rho<0.1), three-level formula: 0.0303
P(rho<0.1), GOE size 100: 0.0320
P(rho<0.1), independent levels, formula: 0.1818
P(rho<0.1), independent levels, sampled: 0.1828
independent-level mean 2ln2-1: 0.386294
independent-level mean, sampled: 0.38540, SE 0.00058
two merged GOE blocks of size 100: 0.42438, SE 0.00141
drop caused by merging: 0.10586
Anderson lattice sites: 512, samples per W: 40
Anderson W/t=10, middle third: 0.5304, SE 0.0039
Anderson W/t=60, middle third: 0.3964, SE 0.0032
```
